# Temperature of Fastest Crystal Growth and the Role of Fusion Heat

## Definitions and conventions

A flat crystal front advances into its own melt. Let $T$ be the absolute temperature of the front, $T_m$ the melting temperature, and $v$ the speed of the front, positive when the crystal grows. Only $0<T<T_m$ is considered. Energies are counted per atom, and $k$ is Boltzmann's constant.

The fusion heat $H$ is the enthalpy of the melt minus that of the crystal at $T_m$. At $T_m$ the two phases have equal free energy, so their entropy difference is $H/T_m$. If melt and crystal have equal heat capacities, neither difference changes with temperature. The free energy released when one atom joins the crystal is then

$$\Delta g(T)=H-T\,\frac{H}{T_m}=H\left(1-\frac{T}{T_m}\right). \tag{1}$$

This driving force is positive below $T_m$ and linear in the undercooling $T_m-T$.

The mobility $M$ is the speed per unit driving force. It is taken to be Arrhenius, with constant activation energy $E>0$ and constant prefactor $M_0$:

$$v(T)=M(T)\,\Delta g(T),\qquad M(T)=M_0\,e^{-E/kT}. \tag{2}$$

Two separate linear assumptions are present: $\Delta g$ is linear in temperature, and $v$ is linear in $\Delta g$. With them, and with $T_m$ fixed, $H$ is only a constant factor of $v$, so it drops out of the position of the maximum. This factoring, not linearity as such, is the reason. $H$ also drops out for $\Delta g=Hf(T)$ with any $f$ free of $H$, or for $v\propto\Delta g^2$, although the peak then lies elsewhere than (3). It enters when $\Delta g$ gains a term not proportional to $H$, as for the curved front below, or when the rate saturates as in (13).

The speed vanishes at $T_m$, where there is no driving force, and tends to zero as $T\to0$, where atoms cannot move. Between these limits it has a maximum at

$$\boxed{T_*=\frac{2T_m}{1+\sqrt{1+4kT_m/E}}} \tag{3}$$

The fusion heat is absent from this result. Two derivations follow.

## First derivation: the slope of the logarithm

Since $v>0$, $v$ and $\ln v$ have their maximum at the same temperature. From (1) and (2),

$$\ln v=\ln\frac{M_0H}{T_m}-\frac{E}{kT}+\ln(T_m-T).$$

The fusion heat sits in the constant first term. The derivative of $-1/T$ is $+1/T^2$, and that of $\ln(T_m-T)$ is $-1/(T_m-T)$, so

$$\frac{d\ln v}{dT}=\frac{E}{kT^2}-\frac{1}{T_m-T}. \tag{4}$$

The first term is the relative gain in mobility per kelvin of heating. The second is the relative loss of driving force. Doubling $H$ doubles the driving force at every temperature and leaves its relative loss unchanged. That is why $H$ cancels.

As $T$ rises from $0$ to $T_m$, the first term falls steadily and the subtracted term grows steadily. The slope therefore decreases from $+\infty$ to $-\infty$ and crosses zero once, from positive to negative. The speed has one stationary point, and it is the maximum.

Setting (4) to zero and multiplying by $kT^2(T_m-T)$ gives

$$E(T_m-T)=kT^2\quad\Longrightarrow\quad kT^2+ET-ET_m=0. \tag{5}$$

The product of the two roots is $-ET_m/k<0$, so one root is positive:

$$T_*=\frac{-E+\sqrt{E^2+4kET_m}}{2k}.$$

To remove the difference of two nearly equal numbers at large $E$, multiply numerator and denominator by $E+\sqrt{E^2+4kET_m}$. The numerator becomes $(E^2+4kET_m)-E^2=4kET_m$, and

$$T_*=\frac{2ET_m}{E+\sqrt{E^2+4kET_m}}.$$

Dividing above and below by $E$ gives (3).

## Second derivation: a bound on the speed

This route does not differentiate the speed. It compares $v(T)$ with the speed at a reference temperature $R$ and asks which $R$ cannot be beaten.

The tool is the inequality $\ln z\le z-1$ for $z>0$. It follows from $\ln z=\int_1^z ds/s$. For $z>1$ the integrand is below 1, so the integral is less than $z-1$. For $z<1$ we have $\ln z=-\int_z^1 ds/s$, where the integrand exceeds 1, so again $\ln z<-(1-z)=z-1$. Equality holds at $z=1$ alone.

For any $R$ between $0$ and $T_m$,

$$\ln\frac{v(T)}{v(R)}=-\frac{E}{k}\left(\frac1T-\frac1R\right)+\ln\frac{T_m-T}{T_m-R}.$$

In the first term, $1/T-1/R=(R-T)/(TR)$. In the second, take $z=(T_m-T)/(T_m-R)$, for which $z-1=(R-T)/(T_m-R)$. Hence

$$\ln\frac{v(T)}{v(R)}\le(R-T)\left[\frac{1}{T_m-R}-\frac{E}{kTR}\right]. \tag{6}$$

The factor $R-T$ goes from positive to negative as $T$ passes $R$. The bracket increases with $T$. Their product is never positive if the bracket goes from negative to positive at the same point. We therefore choose $R$ so that the bracket vanishes at $T=R$:

$$\frac{1}{T_m-R}=\frac{E}{kR^2}. \tag{7}$$

With $w=T_m/R$ and $\tau=kT_m/E$, condition (7) reads $kR^2/E=T_m-R$. Dividing by $R^2/T_m$ turns it into $\tau=w^2-w$. The positive solution is $w=\tfrac12(1+\sqrt{1+4\tau})$, and $R=T_m/w$ is again (3).

With this choice, $R=T_*$, the bracket in (6) becomes

$$\frac{E}{kT_*^2}-\frac{E}{kTT_*}=\frac{E\,(T-T_*)}{kT\,T_*^2},$$

and therefore

$$v(T)\le v(T_*)\exp\left[-\frac{E\,(T-T_*)^2}{kT\,T_*^2}\right]. \tag{8}$$

The exponent is negative unless $T=T_*$. No other temperature gives an equal or greater speed, which proves that the maximum is global and unique.

## What each derivation assumes

Both rest on the same physical model: a driving force proportional to $T_m-T$, a speed proportional to that force, and a well-defined front temperature. They differ in what they require of the mobility.

The first needs a derivative. To locate a stationary point it uses the mobility near that one temperature. If $M$ is not Arrhenius, define the local activation energy

$$E_{\rm loc}(T)=kT^2\,\frac{d\ln M}{dT}. \tag{9}$$

The zero of the slope still obeys (5), with $E$ replaced by $E_{\rm loc}(T_*)$. Formula (3) thus remains true when it is given the activation energy found at the peak. What may be lost is uniqueness, because that argument used the steady fall of $E/kT^2$ over the whole range.

The second derivation uses the mobility at all temperatures, but it needs only an upper bound. It still works if

$$M(T)\le M(T_*)\exp\left[-\frac{E}{k}\left(\frac1T-\frac1{T_*}\right)\right],$$

with equality at $T_*$ and with $E$ the value that satisfies (7) at $R=T_*$. In a plot of $\ln M$ against $1/T$, it suffices that the true curve lies on or below this straight line, which touches it at the peak. The condition is sufficient, not necessary: a curve that rises above the line, even on both sides right next to the peak, may still give a single maximum of speed. For example, $M\propto T^3e^{-E/kT}$ is convex in this plot and lies above its tangent, yet with $E=0.5$ eV and $T_m=900$ K the speed has one maximum, at 819 K. No derivative of $M$ is required, and the result is global from the start.

A mobility of the Vogel–Fulcher–Tammann form, $M\propto\exp[-B/(T-T_0)]$ with $B,T_0>0$ and $T>T_0$, meets this condition. With $x=1/T$ its logarithm is $-Bx/(1-T_0x)$ plus a constant. The first derivative is $-B/(1-T_0x)^2$ and the second is $-2BT_0/(1-T_0x)^3<0$. The curve bends downward and lies below each of its tangents.

## Limits, speed and width of the maximum

For $\tau\ll1$, the square root is $1+2\tau-2\tau^2+\dots$, and (3) gives

$$\frac{T_*}{T_m}=1-\tau+2\tau^2-\dots,\qquad T_m-T_*\approx\frac{kT_m^2}{E}. \tag{10}$$

A high activation energy puts the peak close to melting, because cooling then costs much mobility. In the opposite limit, $\tau\gg1$, the root dominates and $T_*\approx\sqrt{ET_m/k}$, far below $T_m$.

By (5), the undercooling at the peak is $D=T_m-T_*=kT_*^2/E$. Inserting it into (2) gives the greatest speed,

$$v_*=M_0H\,\frac{kT_*^2}{ET_m}\,e^{-E/kT_*}. \tag{11}$$

At fixed $M_0$, $E$ and $T_m$, it is proportional to $H$. The fusion heat sets the height of the curve and not the place of its summit.

Differentiating (4) once more at the peak, and using $E/k=T_*^2/D$, gives

$$\frac{d^2\ln v}{dT^2}=-\frac{1}{D^2}-\frac{2E}{kT_*^3}=-\frac{1}{D^2}\left(1+\frac{2D}{T_*}\right). \tag{12}$$

A small temperature error $\delta$ therefore lowers the speed by the fraction $(1+2D/T_*)\,\delta^2/2D^2$, to leading order.

## Where the fusion heat enters

Proportionality between speed and driving force is a small-force law. Suppose atoms enter the crystal over a barrier $E$ and leave it over a barrier $E+\Delta g$. With jump length $\lambda$ and attempt frequency $\nu$ for both directions, the net speed is

$$v=v_0e^{-E/kT}\left(1-e^{-\Delta g/kT}\right),\qquad v_0=\lambda\nu. \tag{13}$$

For $\Delta g\ll kT$ the parenthesis is $\Delta g/kT$. The mobility is then $v_0e^{-E/kT}/kT$, whose prefactor varies as $1/T$. Choosing $M_0=v_0/kT_m$ makes (2) agree with (13) near melting.

Let $x=1/T$ and $y=\Delta g/kT=(H/k)(x-1/T_m)$. Since $dy/dx=H/k$,

$$\frac{d\ln v}{dx}=-\frac Ek+\frac Hk\,\frac{e^{-y}}{1-e^{-y}}=-\frac Ek+\frac Hk\,\frac{1}{e^y-1}.$$

This falls steadily from $+\infty$ at $y=0$ to $-E/k$ at large $y$, so there is one maximum. There $e^y=1+H/E$, and

$$\frac1{T_*^{\rm hop}}=\frac1{T_m}+\frac kH\ln\left(1+\frac HE\right). \tag{14}$$

This closed expression contains all three quantities. The fusion heat matters because the reverse jumps become rare at large $\Delta g$: further cooling then adds little net speed, so the peak moves toward higher temperature as $H$ grows.

For $H\ll E$ the logarithm becomes $H/E$, and the peak temperature from (14) tends to $T_m/(1+kT_m/E)$. This is not (3), although $H$ has dropped out of both. The difference is the factor $1/T$ in the mobility, which favours lower temperatures. The two results agree to first order in $\tau$.

The size of the force at the peak of law (2) follows from (1) and (5):

$$\frac{\Delta g(T_*)}{kT_*}=\frac{H}{kT_*}\,\frac{kT_*^2}{ET_m}=\frac HE\,\frac{T_*}{T_m}. \tag{15}$$

Thus $H\ll E$ is sufficient for a linear response at the peak. It does not make (3) the peak of (13), because the factor $1/T$ remains. At fixed $H/kT_m$, (3) gives $T_m/T_*=1+\tau-\tau^2+\dots$ and (14) gives $T_m/T_*^{\rm hop}=1+\tau-(H/2kT_m)\,\tau^2+\dots$, so the two agree to second order in $\tau$ only when $H=2kT_m$.

Formulas (3) and (14) were compared with direct numerical maximization of (2) and (13) for all combinations of $T_m=600$, 900, 1700 K, $E=0.15$, 0.5, 2 eV and $H=0.05$, 0.2, 0.5 eV. They agreed within 0.001 K.

## Worked example: a phase-change memory cell

The parameters are round and rough, in the regime of a melt-quenched chalcogenide cell, and belong to no particular compound: $T_m=900$ K, $E=0.50$ eV, $H=0.12$ eV, $\lambda=0.3$ nm and $\nu=10^{13}$ s$^{-1}$. The front must cross 20 nm.

With $kT_m=0.07756$ eV, $\tau=0.07756/0.50=0.1551$ and $\sqrt{1+4\tau}=1.2730$. Hence

$$T_*=\frac{2\times900\ \text{K}}{1+1.2730}=792\ \text{K}.$$

The undercooling is 108 K. The leading estimate in (10) gives 140 K, too large by 29% of the actual value, so the full formula is worth using here.

The prefactors are $v_0=3000$ m/s and $M_0=3.868\times10^4$ m/s per eV. The driving force at the peak is 0.01441 eV and the Arrhenius factor is $6.576\times10^{-4}$, so

$$v_*=(3.868\times10^4)(0.01441)(6.576\times10^{-4})\ \text{m/s}=0.37\ \text{m/s}.$$

At that speed the front crosses 20 nm in 55 ns. By (12), a 20 K error in front temperature costs about 2% of the speed. The speed exceeds half its maximum from 657 to 873 K, which is 135 K on the cold side and 81 K on the hot side. At the lower edge, bound (8) allows 0.77 of the peak speed where the actual value is 0.50: it is a valid ceiling, not an estimate.

An error of 0.10 eV in the activation energy misplaces the peak by a similar amount, 15 to 20 K: with $T_m$ fixed, $E=0.40$ eV gives a peak at 772 K and $E=0.60$ eV one at 807 K.

The force ratio (15) is 0.21, so the response is only roughly linear. Two-way hopping puts the peak at 790 K, with speed 0.38 m/s. The closeness to 792 K comes from two opposing changes: the $1/T$ factor alone lowers the peak to 779 K, and the saturation of the net rate raises it by 11 K. The cancellation depends on the parameters. With $H=0.24$ eV, and $E$ and $T_m$ unchanged, the hopping peak is at 799 K.

## Effects left out, and the real cell

**Unequal heat capacities.** If the melt exceeds the crystal by a constant $c$ per atom, the enthalpy difference is $H-c(T_m-T)$ and the entropy difference is $H/T_m-c\ln(T_m/T)$. Then

$$\Delta g=H\left(1-\frac T{T_m}\right)-c\left[T_m-T-T\ln\frac{T_m}{T}\right].$$

For $c=0.5k$ the peak shifts by $+2$ K. The shift grows nearly in proportion to $c$: it is $+6$ K when $c$ equals the entropy of fusion, $H/T_m=1.55k$.

**Curvature.** Adding atoms of volume $\Omega$ to a sphere of radius $r$ and surface energy $\gamma$ costs $2\gamma\Omega/r$ per atom. This follows from dividing the area change $8\pi r\,dr$ by the volume change $4\pi r^2dr$. The driving force becomes $(H/T_m)(T_m'-T)$, with

$$T_m'=T_m\left(1-\frac{2\gamma\Omega}{rH}\right),$$

and (3) holds with $T_m'$ in place of $T_m$. For $\gamma=0.05$ J/m², $\Omega=0.030$ nm³ and $r=10$ nm, the cost is 0.00187 eV, $T_m'=886$ K, and the peak moves by $-11$ K. Here the fusion heat does affect the peak. This sign belongs to a convex crystal growing outward. When the crystal closes in on a shrinking amorphous region, as an existing front in a melt-quenched cell does, growth removes interface area and the sign reverses: at $r=10$ nm the peak moves by $+11$ K, and $r$ changes as the front advances. For a spherical region closed completely at one fixed temperature, the best temperature lies 14 K above the flat-front peak when the region starts at $r=20$ nm and 24 K above it when it starts at $r=10$ nm.

**Self-heating.** The front releases heat $H/\Omega=6.41\times10^8$ J/m³. If this flows steadily through a 20 nm layer of conductivity 0.3 W/(m K), the front at its peak speed is warmer than its surroundings by

$$\frac{(0.367)(6.41\times10^8)(20\times10^{-9})}{0.3}\ \text{K}=16\ \text{K}.$$

The best front temperature is still 792 K, but in this geometry the surroundings must be at 776 K. The rise depends on the heat path. The 16 K holds when the front is the full 20 nm from a single heat sink; the rise is proportional to that distance, about 8 K at 10 nm, and so changes as the front moves. With heat sinks on both faces of the layer and the front at its middle, it is only 4 K. For a front that crosses the whole layer with a single sink held at one temperature, the crossing time is shortest with the sink near 784 K. The rise is also inversely proportional to the conductivity, which is only a rough input: at 1 W/(m K) the 16 K becomes about 5 K.

**Non-Arrhenius mobility.** Take the Vogel–Fulcher–Tammann form with $T_0=300$ K, matched in value and slope to the Arrhenius mobility at $T_m$. Equation (9) gives $E_{\rm loc}=kBT^2/(T-T_0)^2$, so the match requires $B=(E/k)[(T_m-T_0)/T_m]^2=2579$ K. The peak condition $B/(T-T_0)^2=1/(T_m-T)$ is (5) with temperatures measured from $T_0$ and $E/k$ replaced by $B$. Its solution is

$$T_*=T_0+\frac{2(T_m-T_0)}{1+\sqrt{1+4(T_m-T_0)/B}}=802\ \text{K},$$

a shift of $+10$ K. The local activation energy there is 0.567 eV, and this value inserted into (3) also gives 802 K.

These shifts were computed one at a time and need not add when the effects act together.

Of the assumptions examined here, the constant activation energy is the one that matters most far below the peak. Close to $T_m$, where the driving force is small and the two mobilities are matched, curvature matters more: at 873 K it multiplies the speed of the convex 10 nm crystal by $(886-873)/(900-873)\approx0.48$, while the non-Arrhenius form changes it by 0.3%. Just above the peak the order depends on the parameters: the non-Arrhenius form has the larger effect up to 817 K for $r=50$ nm and $T_0=300$ K, and up to 800 K for $r=10$ nm and $T_0=500$ K. Near the peak the failure of a constant activation energy moves the example by about 10 K for $T_0=300$ K; the same matching gives 15 K for $T_0=400$ K and 22 K for $T_0=500$ K. Within this form the last is an extreme case: if the mobility falls by 15 decades from $T_m$ to the glass temperature, that temperature is 531, 447 and 366 K for $T_0=500$, 400 and 300 K, and the steepness $d\log_{10}M/d\ln T$ there is about 280, 160 and 90. The shift also depends on the form chosen: $M\propto\exp[-(K/T)e^{C/T}]$, matched in value and slope at $T_m$ and falling by 15 decades at the same three temperatures, moves the peak by 33, 23 and 15 K, with a steepness of only about 120, 85 and 60. The temperature of use taken next, 358 K, lies below all three glass temperatures. At 358 K, a warm temperature of use, the Arrhenius law predicts that the front crosses 20 nm in $7.8\times10^{-5}$ s, which would make the cell useless for storage. The non-Arrhenius law gives $1.3\times10^9$ s, some 13 orders of magnitude longer. That figure hangs on the choice of $T_0$: $T_0=280$ K gives about $10^5$ s and $T_0=320$ K more than $10^{17}$ s. It also depends on where the two laws are matched: with $T_0=300$ K matched at 792 K instead of $T_m$, the peak does not move and the time is about $7\times10^6$ s. Neither number is a retention forecast: the first extrapolates an energy suited to the hot melt, and the second assumes that a possibly glassy material still follows the melt's law. Real cells also have temperature gradients, and new crystals may nucleate ahead of the front. Aiming a crystallizing pulse at $T_*$ is therefore justified when growth of an existing front limits the switching time, the front is nearly flat, its temperature is nearly uniform, the driving force is close to the linear form (1), and $E$ is the local activation energy (9) of $M=v/\Delta g$ at the peak. This is not in general the barrier in (13): with a barrier of 0.50 eV and $H=0.03$ eV, two-way hopping peaks at 782 K, where $E_{\rm loc}=0.447$ eV. That value in (3) returns 782 K, while the barrier itself gives 792 K. The temperature at which $E_{\rm loc}$ is read matters too: for the non-Arrhenius example with $T_0=300$ K, the value 50 K below the peak makes (3) return 808 K instead of 802 K. The numerical output below lists the inputs and the results of the base example; the parameter variations quoted in the text are not all repeated there.

## Calculated quantities

```
INPUTS (round, rough phase-change memory regime)
Melting temperature Tm: 900 K
Activation energy E: 0.50 eV
Fusion heat H: 0.12 eV per atom
Jump length: 0.3 nm
Attempt frequency: 1.0e+13 1/s
Distance to crystallize: 20 nm
MAIN RESULT, linear law
Boltzmann constant k: 8.617333e-05 eV/K
Thermal energy k Tm: 0.07756 eV
Ratio tau = k Tm/E: 0.1551 (no unit)
Square root sqrt(1+4 tau): 1.2730 (no unit)
Peak temperature: 791.9 K
Undercooling at peak: 108.1 K
Leading estimate k Tm^2/E of undercooling: 139.6 K
Prefactor v0: 3000 m/s
Mobility prefactor M0: 3.8682e+04 m/s per eV
Driving force at peak: 0.01441 eV per atom
Driving force over kT at peak: 0.2112 (no unit)
Arrhenius factor at peak: 6.576e-04 (no unit)
Peak speed: 0.367 m/s
Time to cross the distance at peak: 54.6 ns
Half-speed window: 657.1 to 872.5 K
Peak temperature if E = 0.40 eV: 771.7 K
Peak temperature if E = 0.60 eV: 806.6 K
OTHER RATE LAWS
Peak, linear law with 1/T in mobility: 779.1 K
Peak, two-way hopping: 790.1 K
Peak speed, two-way hopping: 0.376 m/s
Hopping peak if H = 0.24 eV: 798.8 K
NEGLECTED EFFECTS
Heat capacity excess of melt: 0.5 k per atom
Peak shift from heat capacity: +1.8 K
Non-Arrhenius T0: 300 K
Non-Arrhenius B: 2579 K
Non-Arrhenius peak: 802.2 K
Non-Arrhenius peak shift: +10.3 K
Local activation energy at that peak: 0.567 eV
Surface energy: 0.05 J/m2
Volume per atom: 0.030 nm3
Crystal radius: 10 nm
Curvature cost: 0.00187 eV per atom
Melting temperature of curved crystal: 886.0 K
Peak shift from curvature: -11.0 K
Thermal conductivity: 0.3 W/(m K)
Released heat density: 6.41e+08 J/m3
Self-heating of front at peak: 15.7 K
Surroundings temperature at peak speed: 776.3 K
Temperature of use: 358 K
Crossing time in use, Arrhenius: 7.8e-05 s
Crossing time in use, non-Arrhenius: 1.3e+09 s
```
